\section*{Two-Photon Decay of 2S from the Two-Loop Self-Energy}

\section{A sum that survives a change of its parts}

For the 2S state of hydrogen, two self-energy diagrams contribute to the two-photon width. In units of $\alpha^6$ hartree, the rainbow diagram gives $0.00084865$ and the crossed diagram $0.00046957$ when the electron couples to the electric field. With coupling to the vector potential the same diagrams give $0.00070262$ and $0.00061560$. Both pairs add up to $0.00131822$. The diagrams change, but their sum does not, because the sum is a decay rate. The theorem below identifies that rate, and Section 6 explains why the parts may change.

\section{Model and theorem}

Hartree units are used: $\hbar=m=e=1$ and $c=1/\alpha$. An electron moves around a fixed point nucleus of charge $Z$, with $h=\mathbf p^2/2-Z/r$. Its levels are $E_n$, so 2S and 2P are degenerate. The radiation field is treated in the dipole approximation, with coupling
\begin{equation}
V=\mathbf r\cdot\mathbf E,\qquad
\mathbf E=i\sum_{k\lambda}\sqrt{\frac{2\pi\omega}{\mathcal V}}
\left(\boldsymbol\epsilon\,a-\boldsymbol\epsilon^*a^\dagger\right),
\end{equation}
where $\mathcal V$ is the quantization volume. The sign of $V$ is that of an electron of charge $-1$.

Each photon line joins one emission to one absorption. The factors $-i$ and $+i$ multiply to one, and the sum over modes is
\begin{align}
\sum_{k\lambda}\frac{2\pi\omega}{\mathcal V}\epsilon_i\epsilon_j^*
&\to\int\frac{\omega^2d\omega}{8\pi^3c^3}\,2\pi\omega\,
\frac{8\pi}{3}\delta_{ij}
=\int d\omega\,\rho(\omega)\delta_{ij},\nonumber\\
\rho(\omega)&=\frac{2\alpha^3\omega^3}{3\pi}.
\end{align}
The factor $8\pi/3$ is the angular integral of $\delta_{ij}-\hat k_i\hat k_j$. As a check of normalization, the one-photon golden rule gives $2\pi\rho|\mathbf r_{fi}|^2=\frac43\alpha^3\omega^3|\mathbf r_{fi}|^2$, the usual electric-dipole rate.

Real parts of the loop integrals diverge at high frequency. Each $\rho(\omega)$ is therefore multiplied by $e^{-\omega/\Lambda}$, and $\Lambda\to\infty$ is taken in the imaginary part alone. The real part needs renormalization and is not used as a Lamb shift.

Let $u_f(r)$ be normalized reduced radial functions, and let $h_1$ be the radial Hamiltonian for P waves. Define
\begin{equation}
A_f(\omega)=\langle u_f|\,r\,(E_2-\omega-h_1)^{-1}r\,|u_{2S}\rangle,
\qquad A\equiv A_{1S}.
\end{equation}

\textbf{Theorem.} In this model the fourth-order shift of 2S has the imaginary part given by
\begin{equation}
-2\,\mathrm{Im}\,\Delta E=\Gamma
=\frac{4\alpha^6}{27\pi}\int_0^\Delta d\omega_1\,
\omega_1^3\omega_2^3\,[A(\omega_1)+A(\omega_2)]^2,
\label{main}
\end{equation}
with $\Delta=E_2-E_1$ and $\omega_2=\Delta-\omega_1$. Here $\Gamma$ is the golden-rule rate for $2S\to1S+2\gamma$. It has the form $\Gamma=g\,\alpha^2(Z\alpha)^6mc^2$, with $g$ independent of $Z$ and $\alpha$.

In full QED this is the leading two-photon term. The photons on the cut have energies of order $(Z\alpha)^2mc^2$, so the electron is slow and $kr\sim Z\alpha$ is small. Relativistic and retardation corrections are expected at relative order $(Z\alpha)^2$; the retardation terms linear in $kr$ change parity and do not interfere with the leading amplitude. Two-loop diagrams with a vacuum-polarization insertion have no two-photon cut: cutting the inserted loop requires a real electron-positron pair.

\section{The fourth-order shift}

\textbf{Lemma 1.} Let $G=(E_2+i0-H_0)^{-1}$, with $H_0=h+H_{\rm rad}$, and let a prime on $G$ exclude the unperturbed state $|a\rangle=|2S,0\rangle$. Then
\begin{equation}
\Delta E^{(4)}=\langle VGVG'VGV\rangle
-\langle VGV\rangle\langle VG^2V\rangle .
\label{fourth}
\end{equation}

\textbf{Proof.} Let $Q=1-|a\rangle\langle a|$, and write an eigenstate as $c|a\rangle+Q\psi$. Since $V$ changes the photon number by one, $\langle a|V|a\rangle=0$. The two components of the eigenvalue equation are
\begin{align}
(E-E_2)c&=\langle a|VQ\psi\rangle,\\
(E-H_0-QVQ)Q\psi&=QV|a\rangle c .
\end{align}
Solving the second for $Q\psi$ and inserting it in the first gives
\begin{equation}
E-E_2=\langle a|VQ\,(E-H_0-QVQ)^{-1}QV|a\rangle .
\end{equation}
Expand the inverse in $QVQ$. Terms with an odd number of vertices cannot return to zero photons, so
\begin{equation}
E-E_2=F_2(E)+F_4(E)+\dots,
\end{equation}
where $F_2=\langle VGV\rangle$ and $F_4=\langle VGVG'VGV\rangle$ are taken at energy $E$. Next expand $F_2(E)=F_2(E_2)+(E-E_2)F_2'(E_2)+\dots$. To the order needed, $E-E_2$ on the right is $F_2(E_2)$. The fourth-order terms are $F_4+F_2F_2'$, and differentiating the resolvent gives $F_2'=-\langle VG^2V\rangle$. The energy of a decaying state is reached from the upper half-plane, hence the $+i0$. $\square$

The Hamiltonian in this form also contains a dipole self-energy term proportional to $r^2$, which creates no photons. In fourth order it appears alone or with two vertices $V$, so at most one photon is present. Lemma 3 will show that such states have no open channel. This term therefore leaves the imaginary part unchanged.

Reading $F_4$ from right to left, the photon number runs through 0-1-2-1-0 or 0-1-0-1-0. In the first sequence the photon emitted first may be absorbed last, which is the rainbow diagram, or absorbed first, which is the crossed diagram. The second sequence, together with the product in (\ref{fourth}), is the loop-after-loop part. It never contains two photons at once.

\textbf{Lemma 2.} The rainbow and crossed diagrams together give
\begin{equation}
\sum_f c_f\iint d\omega_1d\omega_2\,\rho_1\rho_2
\frac{A_f(\omega_1)^2+A_f(\omega_1)A_f(\omega_2)}
{E_2-E_f-\omega_1-\omega_2+i0},
\label{loops}
\end{equation}
where $f$ runs over all S and D states, including the continuum, with $c_S=\frac13$ and $c_D=\frac23$.

\textbf{Proof.} Let $\mathbf n=\mathbf r/r$. The first emission turns the spherical 2S function into $n_i$ times a radial function. The resolvent preserves the angular factor, and the second emission supplies $n_j$. Split the result into
\begin{equation}
n_in_j=\tfrac13\delta_{ij}+q_{ij},\qquad
q_{ij}=n_in_j-\tfrac13\delta_{ij}.
\end{equation}
The first part is an S wave and the second a D wave. Their summed weights, with $q_{ij}^2$ averaged over angles, are
\begin{align}
\sum_{ij}\left(\tfrac13\delta_{ij}\right)^2&=\tfrac39=\tfrac13,\\
\sum_{ij}\overline{q_{ij}^2}
&=1-\tfrac23+\tfrac13=\tfrac23 .
\end{align}
Suppose photon 1 is emitted first. The right half of the diagram is then $A_f(\omega_1)$. In the rainbow, photon 1 is absorbed last. Read backwards, the left half is again an emission of photon 1 followed by photon 2, and it gives $A_f(\omega_1)$. In the crossed diagram the backward order is reversed, and the left half gives $A_f(\omega_2)$. Because $n_in_j$ is symmetric, this exchange leaves the weights unchanged. The denominator is that of the two-photon state. $\square$

\section{Which denominators can vanish}

\textbf{Lemma 3.} The imaginary part of the fourth-order shift comes from $f=1S$ in (\ref{loops}), and from no other term.

\textbf{Proof.} The one-photon states reached from an S state of the atom contain a P state, whose energy satisfies $E_n\ge E_2$. Their denominators obey
\begin{equation}
E_2-E_n-\omega\le-\omega<0\qquad(\omega>0).
\end{equation}
They could vanish at $\omega=0$ for 2P, where $A_f\propto1/\omega$. In the rainbow this gives $\omega^3/\omega^2=\omega$, which is integrable. The same power occurs in $\langle VG^2V\rangle$, so $F_2'$ in Lemma 1 is finite. All amplitudes $A_f$ are therefore real.

In the loop-after-loop term the zero-photon denominators are $E_2-E_f$, with $f$ an S state other than 2S. They are real and nonzero, so this part is real, as is the product in (\ref{fourth}).

In (\ref{loops}), every S state above 1S and every D state has $E_f\ge E_2$, and its denominator is at most $-(\omega_1+\omega_2)$. For $f=2S$ this vanishes at the corner $\omega_1=\omega_2=0$, where the factor $\omega_1^3\omega_2^3$ keeps the integral finite. For $f=1S$ the denominator is $\Delta-\omega_1-\omega_2$, which vanishes on a line inside the integration region. $\square$

The lemma depends on the initial state. For 1S no channel is open, and the imaginary part is zero. For 3S the level 2P lies below, so $A(\omega)$ has a pole at $\omega=E_3-E_2$, inside the photon spectrum. The golden-rule integral of $|A(\omega_1)+A(\omega_2)|^2$ then diverges unless the finite width of 2P is included. One-photon denominators also vanish, so the imaginary part of the shift no longer comes from the two-photon cut alone, and the theorem does not carry over.

\section{Proof of the theorem}

For real $x$, $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. This replacement is the cut through both photons: it puts the state $|1S;\gamma\gamma\rangle$ on the energy shell. With $c_S=\frac13$, and before removal of the regulator,
\begin{equation}
\mathrm{Im}\,\Delta E_\Lambda
=-\frac{\pi}{3}e^{-\Delta/\Lambda}
\int_0^\Delta d\omega_1\,\rho_1\rho_2
\left(A_1^2+A_1A_2\right),
\end{equation}
where $A_i=A(\omega_i)$. The two regulators combine to a constant because $\omega_1+\omega_2=\Delta$ on the cut.

The measure is symmetric under exchange of the photons, so $A_1^2$ may be replaced by $\frac12(A_1^2+A_2^2)$. Then
\begin{equation}
A_1^2+A_1A_2\;\to\;
\tfrac12(A_1^2+A_2^2+2A_1A_2)=\tfrac12(A_1+A_2)^2 .
\label{square}
\end{equation}
The rainbow supplies the squares and the crossed diagram the interference. Inserting $\rho_1\rho_2=4\alpha^6\omega_1^3\omega_2^3/(9\pi^2)$ and letting $\Lambda\to\infty$ gives
\begin{equation}
-2\,\mathrm{Im}\,\Delta E
=\frac{\pi}{3}\,\frac{4\alpha^6}{9\pi^2}
\int_0^\Delta d\omega_1\,\omega_1^3\omega_2^3(A_1+A_2)^2,
\end{equation}
and the prefactor is $4\alpha^6/(27\pi)$.

The decay rate follows separately from the golden rule. The second-order amplitude for emission with Cartesian indices $i,j$ contains both time orders:
\begin{equation}
M_{ij}=\tfrac13\delta_{ij}(A_1+A_2),\qquad
\sum_{ij}M_{ij}^2=\tfrac13(A_1+A_2)^2 .
\end{equation}
Integration over both frequencies counts each pair of identical photons twice, so a factor $\frac12$ is needed:
\begin{align}
\Gamma&=2\pi\,\frac12\iint d\omega_1d\omega_2\,\rho_1\rho_2
\sum_{ij}M_{ij}^2\,\delta(\Delta-\omega_1-\omega_2)\nonumber\\
&=\frac{\pi}{3}\int_0^\Delta d\omega_1\,\rho_1\rho_2(A_1+A_2)^2 .
\end{align}
This is the same integral. The factor of two between width and shift agrees with $|e^{-iEt}|^2=e^{2\,\mathrm{Im}E\,t}=e^{-\Gamma t}$.

For the order, set $r=x/Z$. Energies then scale as $Z^2$, and $A$, with two lengths and one inverse energy, scales as $Z^{-2}Z^{-2}=Z^{-4}$. The integral contains seven powers of frequency, counting $d\omega_1$, and two of $A$:
\begin{equation}
\Gamma\propto Z^{14}Z^{-8}=Z^6 .
\end{equation}
Thus $\Gamma=g\alpha^6Z^6$ hartree. Since one hartree is $\alpha^2mc^2$, this equals $g\alpha^8Z^6mc^2=g\alpha^2(Z\alpha)^6mc^2$. $\square$

\textbf{Remark: the integral without a cut.} In (\ref{loops}) put $\omega_1=\Omega x$ and $\omega_2=\Omega(1-x)$, and turn the path of $\Omega$ to $\Omega=te^{-i\theta}$ with $0<\theta<\pi/2$. The pole for $f=1S$ lies at $\Omega=\Delta+i0$, above the original path. All other singularities lie at $\Omega\le0$. None is crossed, and $e^{-\Omega/\Lambda}$ removes the contribution of the distant arc. Denominators vanish on the rotated path only at its starting point $\Omega=0$, where the photon factors make the integrand go to zero. No delta function is needed. The regulated shift computed on the rotated path must satisfy
\begin{equation}
-2e^{\Delta/\Lambda}\,\mathrm{Im}\,\Delta E_\Lambda=\Gamma
\end{equation}
for every allowed $\theta$ and $\Lambda$. This was tested for hydrogen at three pairs of values. The rainbow and crossed terms each reproduced their cuts to all eight printed decimals. The closed channels and the loop-after-loop part had imaginary parts consistent with zero, the largest in these runs being about $2\times10^{-10}$ of the total.

\section{Why the diagrams change and the width does not}

In velocity form the coupling is $\mathbf p\cdot\mathbf A/c+\mathbf A^2/(2c^2)$. In the dipole approximation $\mathbf A^2$ does not act on the electron. Its matrix element for direct emission of two photons contains $\langle1S|2S\rangle=0$, so it drops out of the cut.

Let $R_{nf}=\langle u_n|r|u_f\rangle$ for a P state $n$ and an S state $f$. Let $D_{nf}=\langle u_n|u_f'-u_f/r\rangle$ be the radial element of the gradient. From $[h,\mathbf r]=-\nabla$ follows $D_{nf}=-(E_n-E_f)R_{nf}$. Define the velocity amplitude
\begin{equation}
B(\omega)=\sum_n\frac{D_{n,1S}D_{n,2S}}{E_2-E_n-\omega}.
\end{equation}
With $d=E_2-E_n-\omega_1$ one has $E_n-E_2=-\omega_1-d$ and $E_n-E_1=\omega_2-d$, so
\begin{align}
\frac{(E_n-E_1)(E_n-E_2)}{d}
&=\frac{(\omega_2-d)(-\omega_1-d)}{d}\nonumber\\
&=-\frac{\omega_1\omega_2}{d}+\omega_1-\omega_2+d .
\end{align}
The last three terms combine to $E_2-E_n-\omega_2$. Therefore
\begin{equation}
B(\omega_1)=-\omega_1\omega_2A(\omega_1)
+\sum_nR_{n,1S}R_{n,2S}(E_2-E_n-\omega_2).
\label{single}
\end{equation}
Add the same equation with the photons exchanged. Since $2E_2-\Delta=E_1+E_2$, the extra terms sum to
\begin{align}
&\sum_nR_{n,1S}R_{n,2S}(E_1+E_2-2E_n)\nonumber\\
&\qquad=\sum_i\langle1S|[[h,r_i],r_i]|2S\rangle
=-3\langle1S|2S\rangle=0 .
\end{align}
Hence $B_1+B_2=-\omega_1\omega_2(A_1+A_2)$. Because $\mathbf E=-c^{-1}\partial_t\mathbf A$, the combination $\mathbf A/c$ in the coupling carries a factor $1/\omega$ in magnitude relative to $\mathbf E$. For each photon, therefore, $\rho$ is replaced by $\rho/\omega^2$. The two factors $\omega_1^2\omega_2^2$ cancel, and the width is unchanged.

For one order of emission alone the extra term in (\ref{single}) survives. Write $E_2-E_n-\omega_2=\frac12(E_1+E_2-2E_n)+\frac12(\omega_1-\omega_2)$. The first part sums to zero as just shown, and completeness of the P states turns the second into $\frac12(\omega_1-\omega_2)\langle u_{1S}|r^2|u_{2S}\rangle$. With the hydrogen functions of Section 7 this matrix element is $\sqrt2\,[4!/(3/2)^5-5!/(2(3/2)^6)]=-512\sqrt2/243$, so the term vanishes only at equal sharing. The rainbow contains the squares of single orders, so its value depends on the form of the coupling, and the crossed diagram compensates. In hydrogen the rainbow share is $0.00084865/0.00131822=64.4\%$ in length form and $53.3\%$ in velocity form. Neither share is a measurable property of the decay.

\section{Hydrogen and the shape of the spectrum}

For $Z=1$ the total photon energy is $\Delta=0.375$ hartree. At equal sharing, $\omega_1=\omega_2=0.1875$ and $A_1+A_2=47.122$. The integrand of (\ref{main}), with its prefactor but without $\alpha^6$, is
\begin{equation}
\frac{4}{27\pi}(0.1875)^6(47.122)^2=0.00455 .
\end{equation}
At $\omega_1=\Delta/4=0.09375$ the partner has $\omega_2=0.28125$ and the sum is $67.985$, which gives $0.00400$. The amplitude is larger there, but the factor $\omega_1^3\omega_2^3$ is smaller by more than its square gains.

At the edge $\omega_1\to0$ the degenerate 2P state dominates $A_1$. The functions $u_{1S}=2re^{-r}$, $u_{2S}=r(1-r/2)e^{-r/2}/\sqrt2$ and $u_{2P}=r^2e^{-r/2}/(2\sqrt6)$ give
\begin{align}
R_{2P,1S}&=\frac1{\sqrt6}\,\frac{4!}{(3/2)^5}
=\frac{256}{81\sqrt6},\\
R_{2P,2S}&=\frac{4!-5!/2}{4\sqrt3}=-3\sqrt3 .
\end{align}
The denominator is $-\omega_1$, so
\begin{equation}
A(\omega_1)\simeq\frac{C}{\omega_1},\qquad
C=\frac{256\cdot3\sqrt3}{81\sqrt6}=\frac{128\sqrt2}{27}\approx6.70 .
\end{equation}
The spectrum therefore starts as $(4\alpha^6/27\pi)\Delta^3C^2\omega_1$. It vanishes linearly at the edge, even though the amplitude diverges.

With zeros at both ends, Simpson's rule on four equal intervals gives a hand estimate of $g$:
\begin{equation}
\frac{0.09375}{3}\left[4(0.00400)+2(0.00455)+4(0.00400)\right]
\approx0.00128 .
\end{equation}
This is about 3\% below the converged value $g=0.001318$. Multiplication by $\alpha^6$ gives
\begin{equation}
\Gamma=1.991\times10^{-16}\ \text{hartree},\qquad
\mathrm{Im}\,\Delta E=-9.95\times10^{-17}\ \text{hartree}.
\end{equation}
The rate is $8.23\ \mathrm{s^{-1}}$, and the corresponding lifetime is $0.122$ s. For He$^+$ a separate calculation, in a basis not scaled with $Z$, gives $527\ \mathrm{s^{-1}}$. The ratio to hydrogen is $64.000=2^6$. These numbers leave out nuclear motion, relativistic corrections and further radiative corrections. A grid solution of the radial equation gives the same sums $A_1+A_2$, $67.985$ and $47.122$, at the two points used above.

\section{What else contributes to the decay of 2S}

The theorem does not give the whole imaginary part of the physical 2S energy. Power counting locates two omitted one-photon channels, written here in units with $\hbar=c=1$.

For magnetic-dipole decay to 1S, the generic rate is $\alpha\omega^3/m^2\sim\alpha(Z\alpha)^6m$. The leading magnetic operator does not act on the radial function, so its matrix element vanishes by orthogonality. The next contribution to the amplitude is smaller by $(Z\alpha)^2$, which gives a rate of order $\alpha(Z\alpha)^{10}m$. Relative to two-photon decay this is of order $(Z\alpha)^4/\alpha$. It is small for light ions, but it grows with $Z$, so two-photon dominance cannot be assumed for heavy ones.

The Lamb shift places $2P_{1/2}$ below 2S by an energy of order $\alpha(Z\alpha)^4m$. With $r\sim1/(Z\alpha m)$, electric-dipole decay to that level has a rate
\begin{equation}
\alpha\omega^3r^2\sim
\alpha\,\frac{[\alpha(Z\alpha)^4m]^3}{(Z\alpha m)^2}
=\alpha^4(Z\alpha)^{10}m .
\end{equation}
Once this splitting is kept, an outer denominator can vanish at a very small photon energy, and Lemma 3 no longer holds there. The two-photon cut then includes the cascade through $2P_{1/2}$, which needs the width of that level. In the degenerate model used here the pole sits at zero frequency, where the photon phase space removes it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
E(1S), E(2S), lowest E(P) [hartree]: -0.500000, -0.125000, -0.125000
Delta = E(2S)-E(1S) [hartree]: 0.375000
Amplitudes [a.u.]: w1/Delta, A(w1), A(w2), sum, grid sum
  0.10  152.80122  11.79242  164.59364  164.59394
  0.25  53.38384  14.60145  67.98529  67.98533
  0.50  23.56097  23.56097  47.12193  47.12194
Reduced widths Gamma/alpha^6 [hartree]: rainbow, crossed, total
  length form:   0.00084865  0.00046957  0.00131822
  velocity form: 0.00070262  0.00061560  0.00131822
Rotated double integral, -2 Im dE exp(Delta/Lambda)/alpha^6 [hartree]
  theta [rad], Lambda [hartree], rainbow, crossed, total
  0.6  0.3  0.00084865  0.00046957  0.00131822
  0.8  0.3  0.00084865  0.00046957  0.00131822
  0.7  0.6  0.00084865  0.00046957  0.00131822
Largest |Im| of closed channels and loop-after-loop, relative to total: 2e-10
Width ratio He+/H (computed): 64.00000
alpha: 0.007297353
g in Gamma = g alpha^2 (Z alpha)^6 m c^2: 0.00131822
Hydrogen Im dE [hartree]: -9.95293e-17
Hydrogen Gamma [hartree]: 1.99059e-16
Hydrogen two-photon decay rate [1/s]: 8.2294
Hydrogen two-photon lifetime [s]: 0.12152
Hydrogen width Gamma/(2 pi) [Hz]: 1.3097
He+ two-photon decay rate [1/s]: 526.68
\end{verbatim}
